# Why the cut decides the dipole of a fluorite (111) slab

## Definitions and conventions

Take cubic hafnia, HfO$_2$, in the fluorite structure with lattice constant $a$. A slab is bounded by two (111) planes and extends without limit sideways. The $z$ axis is normal to the slab and runs from its bottom face to its top face. The slab contains $N$ formula units per surface cell, so it is stoichiometric: two oxygen ions for each hafnium ion. Its planes are complete, flat and placed as in the bulk.

Let $e$ be the elementary charge. The ions are first treated as point charges, $-qe$ for oxygen and $+2qe$ for hafnium, with formal value $q=2$. The normal dipole per surface cell is

$$\mu=\sum_i Q_i z_i ,$$

where $Q_i$ is the charge per cell of plane $i$. A positive $\mu$ points up. Moving the origin by $z_0$ changes $\mu$ by $-z_0\sum_i Q_i$, which vanishes because the slab is neutral. The dipole is therefore a property of the slab and not of the origin.

## The order of the planes

The height of a point $(x,y,w)$, given in cubic coordinates, is $(x+y+w)/\sqrt3$. Hafnium occupies a face-centred cubic lattice, whose shortest vectors, such as $(a/2)(1,1,0)$, change the height by $a/\sqrt3$ or by zero. Hafnium planes are therefore separated by

$$d=\frac{a}{\sqrt3}.$$

Oxygen sits at $\pm(a/4)(1,1,1)$ from the hafnium lattice points, at relative heights $\pm3d/4$. Since the hafnium planes repeat every $d$, these are the same sets of planes as $\mp d/4$. Each hafnium plane thus has an oxygen plane $d/4$ below it and another $d/4$ above it, and facing oxygen planes of neighbouring trilayers are $d/2$ apart.

The shortest lattice vectors in the plane have length $a/\sqrt2$ and enclose $60^\circ$, so the surface cell has area

$$A=\frac{a^2}{2}\,\frac{\sqrt3}{2}=\frac{\sqrt3\,a^2}{4}.$$

Each plane holds one ion per cell. As a check on the count, $Ad=a^3/4$ is the volume of one formula unit.

Going upwards, the sequence Hf, O, O repeats. A stoichiometric slab can begin with any of its three members:

- O-Hf-O, the complete trilayer;
- Hf-O-O, with hafnium at the bottom and oxygen at the top;
- O-O-Hf, the previous slab turned upside down.

## Two ways of grouping the same ions

For one trilayer, measure heights from its hafnium plane:

$$\mu_{\rm tri}=(-qe)\left(-\frac d4\right)+(2qe)(0)+(-qe)\left(\frac d4\right)=0 .$$

Each trilayer is neutral, so its dipole stays zero when it is moved to its place in the stack. The sum over $N$ trilayers is zero.

For the unit that begins with hafnium, the two oxygen planes lie at $d/4$ and $3d/4$:

$$\mu_{\rm Hf}=(2qe)(0)-qe\,\frac d4-qe\,\frac{3d}4=-qed .$$

These units are neutral too, so their dipoles add:

$$\boxed{\mu=-Nqed\quad\text{(Hf at the bottom)}}$$

The dipole points down, towards the positive hafnium face.

The interiors of the two slabs are identical. What differs is one plane of oxygen. The top oxygen plane of the Hf-terminated slab lies at $(N-1)d+3d/4=Nd-d/4$. Lowering it by $Nd$, with a sideways shift where the stacking requires one, puts it at $-d/4$, just below the bottom hafnium plane, and the slab is then made of complete trilayers. The sideways shift does not affect the normal dipole. This move changes the dipole by $(-qe)(-Nd)=+Nqed$, which cancels the original value. The Hf-terminated slab is thus a trilayer slab in which one oxygen ion per cell has been carried across the whole thickness.

Stoichiometry matters here. A slab with hafnium on both faces can be symmetric, with no dipole about its mid-plane, but it has an excess of hafnium; with formal charges it carries a net $+4e$ per cell. With hafnium on one face only, the correct composition forces an oxygen pair to the other end.

## Symmetry goes beyond point charges

The trilayer slab has an inversion centre at mid-height. For odd $N$ it is a hafnium site; for even $N$ it is the centre of an empty oxygen cube, between two trilayers. Inversion reverses a dipole, so a charge density with this symmetry has none. This holds for the real, spread-out electron density, and also after the faces relax, provided that the relaxed state keeps the inversion centre.

Zero net dipole does not mean that nothing happens at a face. Each face may have its own dipole layer; inversion makes the two opposite, so they cancel in the total.

## The field between the planes

With no applied field, the field below an isolated neutral slab is zero. Gauss's law then gives the normal field in each gap, averaged over the surface cell, as the charge per area below it, divided by $\epsilon_0$. Fields and potentials in this section are such averages. In units of $qe/(\epsilon_0A)$, the successive fields are

- trilayer slab: $-1,\;+1,\;0$, over distances $d/4,\;d/4,\;d/2$;
- Hf-terminated slab: $+2,\;+1,\;0$, over distances $d/4,\;d/2,\;d/4$.

The first set averages to zero. The second averages to $2\cdot\frac14+1\cdot\frac12=1$. Since the potential change is minus the integral of the field, the Hf-terminated slab has

$$V_{\rm top}-V_{\rm bottom}=-\frac{Nqed}{\epsilon_0A}=\frac{\mu}{\epsilon_0A}.$$

This step grows with thickness. In the trilayer slab the potential rises and falls again within each trilayer, forming a triangle of base $d/2$ and height $qed/(4\epsilon_0A)$. Its average over a period is $qed/(16\epsilon_0A)$: the interior is raised, but the two outsides are level.

For numbers, take the rough value $a=0.51$ nm. Then $d=0.294$ nm and $A=0.113$ nm$^2$. The unit of field is $qe/(\epsilon_0A)=321$ V/nm, and the step per layer is

$$321.3\ \text{V/nm}\times0.2944\ \text{nm}\approx 95\ \text{V}.$$

Three layers give $-284$ V. A direct Coulomb sum over the separate ions, with a smooth sideways cutoff extrapolated to infinite width, also gives $-284$ V for this slab and less than about 0.001 V for three trilayers. That remainder is the sideways ripple of the potential at the two points sampled, 0.6 nm outside the faces; the cell-averaged step is zero. The mean inner potential of the trilayer slab is $95/16\approx5.9$ V in this point-ion model.

These are voltages of frozen ions, before any dielectric response. They show the size of the driving force, not a state that a real slab could hold.

## Why covalent bonding does not remove the dipole

Hafnium and oxygen share electrons, so the charge assigned to an oxygen ion may be less than $2e$ in size. One might expect the dipole per layer to shrink in proportion. It does not, as long as the slab remains insulating and the response to its own mean field is left aside.

Imagine the bonding switched on slowly, starting from separate ions with $q=2$. If $I(z)$ is the current per cell through height $z$, charge conservation gives

$$\frac{d\mu}{dt}=\int I(z)\,dz .$$

The interior has inversion symmetry at every stage, and inversion reverses a current. The current averaged over an interior period is therefore zero. Only the regions near the two faces contribute, and for a thick insulating slab their contribution does not depend on $N$. The growth per added layer stays at $-2ed$.

A small model shows where the charge goes. Give each plane one orbital, with energy $+3$ eV for Hf and $-3$ eV for O. Let electrons hop between neighbouring planes, with amplitude 2.5 eV for Hf-O and 0.3 eV for O-O. The Hf core has charge $+4e$ and the O core none; the lowest $2N$ levels hold two electrons each. These are round model parameters, not a calculation of hafnia.

Diagonalizing the chain gives an interior oxygen charge of $-1.82e$, yet the dipole changes by $-2.00\,ed$ when a twelve-layer Hf-terminated chain gains one more layer. The faces make up the difference. Inserting a neutral interior cell adds its own dipole, $-1.82\,ed$, and also lifts everything above it by $d$. The part above must therefore carry a charge $-0.18e$, and the part below $+0.18e$. Some of the latter is visible on the end hafnium, whose charge is $3.77e$ against $3.65e$ inside.

## What stops the voltage from growing

Dielectric response reduces the step but, in linear response, a thick slab's step still grows linearly with $N$. With a rough electronic permittivity of 4.5, the step per layer falls from 95 to 21 V. With a rough static permittivity of 20, which includes the motion of the ions, it falls to 4.7 V. The band gap of hafnia is roughly 5.7 eV. From two layers upwards, both estimates exceed it.

Electron energies are higher where the potential is lower, here at the oxygen face. Once the step exceeds the gap, filled states at that face lie above empty states at the hafnium face, and electrons can lower their energy by crossing. The chain shows such a threshold slightly above its gap, at about 1.03 gaps. Without a field its highest filled state is spread over several oxygen planes; the field draws it to the oxygen face, and on the way it rises about 0.2 eV less than the imposed step. Its twelve-layer, Hf-terminated form has a level gap of 6.6 eV. An imposed linear rise in electron energy totalling 0.9 of this gap moves only 0.006 electrons per cell into the lower half; a rise of 1.1 gaps moves 2.01.

In a real slab each transferred electron also reduces the field. Suppose that $n$ electrons per cell cross a gap $E_g$ in a slab of relative permittivity $\epsilon$. The remaining sheet charge is $(q-n)e/A$ and the field is $F=(q-n)e/(\epsilon_0\epsilon A)$. Adding the field energy $\frac12\epsilon_0\epsilon F^2ANd$ to the cost of the electrons gives

$$U(n)=nE_g+\frac{(q-n)^2e^2Nd}{2\epsilon_0\epsilon A}.$$

Setting the derivative to zero,

$$E_g=\frac{(q-n)e^2Nd}{\epsilon_0\epsilon A},
\qquad
n=q-\frac{\epsilon_0\epsilon AE_g}{e^2Nd}.$$

The second derivative is positive, so this is a minimum. If the formula gives a negative $n$, the slab is too thin for transfer and $n=0$. The first equation says that transfer holds the total step at $E_g/e$. As $N$ grows, $n$ approaches $q=2$ and the mean field falls as $1/N$.

For 34 layers, or 10.0 nm, with $\epsilon=20$,

$$n=2-\frac{2\times20\times5.7}{34\times94.6}\approx1.93 .$$

About 96% of the charge is compensated. The remaining field is $5.7\ \text{V}/10.0\ \text{nm}$, or 5.7 MV/cm. This charges every electron the same energy $E_g$, but 1.93 electrons per cell is $1.7\times10^{15}$ cm$^{-2}$, enough to fill the bands at the faces by electronvolts. With parabolic two-dimensional bands and rough density-of-states masses of 1 to 2 electron masses for electrons and 3 to 6 for holes, the step rises to 8–11 V while $n$ stays near 1.9. States in the gap at the faces would lower it instead. The compensated fraction is therefore robust, but the remaining field is only an estimate. Oxygen can do the same job: moving one O$^{2-}$ per cell from the oxygen face to the hafnium face restores the trilayer slab and removes the dipole completely.

## Real films and the limits of the model

The thickness of 10 nm was chosen because ferroelectric hafnia capacitors can be made with films of about this thickness. The uncompensated field, even with static screening, would be about 160 MV/cm, against a rough breakdown field of 5 MV/cm. Linear response cannot be trusted there; the number shows that the bare Hf-terminated slab is not a realistic end state. The compensated field is comparable with that rough breakdown value, or above it once band filling is counted. Real capacitors break the assumption of an isolated slab: their electrodes supply charge. With ideal, identical electrodes joined by a wire, the total voltage would be zero instead of 5.7 V. Real films also contain defects and may be polycrystalline, which the model omits, and pure cubic hafnia is a high-temperature phase: films usually take distorted forms of the fluorite structure.

Tunnelling offers a route for the electrons. For a triangular barrier as high as the gap and a rough mass of 0.2 electron masses, the tunnelling probability varies as $e^{-S}$, with $S\approx2.6$ in the uncompensated field and a path of 0.36 nm. In the compensated 10 nm film $S\approx73$ at 5.7 MV/cm, and still about 40 at 10 MV/cm. Tunnelling between the valence and conduction bands also depends on the hole mass, which this one-band barrier omits. For a given band structure and a uniform field, $S$ is still inversely proportional to the field, so the contrast remains. The first path is shorter than the lattice constant, so an effective mass is only indicative there. With that caution, the estimate suggests that tunnelling could act early, while the field is large, and would be very weak later. Thermal excitation across the full gap is negligible at 300 K: the factor $e^{-E_g/2k_BT}$ is about $10^{-48}$.

Relaxation of a face does not alter the argument. Moving the outer oxygen plane of the Hf-terminated slab inwards by 0.01 nm changes the unscreened step by 3.2 V, whatever the thickness, while every layer contributes 95 V.

The result for trilayers can fail when the interior itself loses inversion symmetry, as it does in the ferroelectric phase. Losing the symmetry is not enough by itself: for point charges, a purely sideways shift of half of the oxygen ions breaks it but gives no normal dipole. A shift with a component along the normal can give one. Suppose that half of the oxygen ions, one per formula unit, shift by a rough 0.05 nm along a cube axis. The shift along the normal is $0.05/\sqrt3=0.029$ nm. With formal charges, the polarization is

$$P=\frac{qe}{A}\,\frac{0.029}{0.294}\approx28\ \mu\text{C/cm}^2 ,$$

where $qe/A=285\ \mu$C/cm$^2$ is the dipole per volume of the Hf-terminated cubic slab. A trilayer slab of the ferroelectric phase can therefore have a real normal dipole, about a tenth of that produced by the wrong cut in this estimate. It too needs compensating charge, for example from electrodes: with $\epsilon=20$, an isolated 10 nm slab would have a field of 16 MV/cm and a step of 16 V, above the gap. The first comes from displacements inside every cell and can be switched; the second comes from where the crystal was cut.
